# Drift and Diffusion of a Proton in a Biased Resist Bake

## Problem

A proton of charge $+e$ is released in a resist film that is baked at $T=383\ \mathrm K$ for $t=60\ \mathrm s$. Its diffusivity is $D=1\ \mathrm{nm^2/s}$. A uniform field $E=1\ \mathrm{MV/m}=0.001\ \mathrm{V/nm}$ acts inside the resist along $+z$. Find the proton's mean displacement and its RMS spread along $z$. Then decide how few free protons the resist must contain for the answer to hold.

For the first part, the proton is a tracer: it feels the given field but not the fields of other ions. The medium is uniform, there are no reactions, and the film walls are far away. The diffusivity belongs to the free, charged proton. Lengths are in nm, times in s and potentials in V.

## A tempting solution

Without a field, diffusion along one axis gives a Gaussian of variance $s^2=2Dt$:

$$
P_0(z)\propto e^{-z^2/(2s^2)},\qquad s^2=120\ \mathrm{nm^2}.
$$

The field gives the proton the potential energy $U(z)=-eEz$. It seems natural to weight each final position by its Boltzmann factor $e^{-U/kT}=e^{z/\ell}$, where

$$
\ell=\frac{kT}{eE}=\frac{V_T}{E}=\frac{0.0330\ \mathrm V}{0.001\ \mathrm{V/nm}}=33.0\ \mathrm{nm},
\qquad V_T=\frac{kT}{e}.
$$

Completing the square in the exponent gives

$$
-\frac{z^2}{2s^2}+\frac z\ell
=-\frac{(z-s^2/\ell)^2}{2s^2}+\frac{s^2}{2\ell^2}.
$$

The last term does not depend on $z$ and is absorbed by normalization. The result is a Gaussian of unchanged width, centred at

$$
\frac{s^2}{\ell}=\frac{120}{33.0}\ \mathrm{nm}=3.6\ \mathrm{nm}.
$$

This answer has the right dimensions and sign, but it is wrong.

## Where it fails

The Boltzmann factor gives the relative occupation of positions in equilibrium. The released proton is not in equilibrium, since its distribution is still spreading. What thermal physics fixes here is the ratio of a transition to its reverse. Let $P(b|a)$ be the probability density for reaching $b$ from $a$ in time $t$. Detailed balance requires

$$
P(b|a)\,e^{-U(a)/kT}=P(a|b)\,e^{-U(b)/kT}.
$$

Set $a=0$ and $b=z$. Then $P(z|0)=P(0|z)\,e^{z/\ell}$. In a uniform medium and field, going from $z$ to $0$ is as likely as going from $0$ to $-z$, so

$$
\frac{P(z|0)}{P(-z|0)}=e^{z/\ell}.
$$

The tempting distribution multiplies the density at $z$ by $e^{z/\ell}$ and the density at $-z$ by $e^{-z/\ell}$. Its ratio is therefore $e^{2z/\ell}$, which counts the field's bias twice. The transport equation supplies the correct distribution.

## Right solution

**Mobility.** Let $P(z,t)$ now denote the probability density of the released proton. Its flux is the sum of drift and diffusion,

$$
J=\mu E P-D\frac{\partial P}{\partial z},
$$

where $\mu$ is the mobility. To find $\mu$, consider the equilibrium that the same field would produce in a closed film. There $J=0$ and $P\propto e^{z/\ell}$, so $\partial P/\partial z=P/\ell$. Hence $\mu E=D/\ell$, and

$$
\mu=\frac{D}{V_T}=\frac{eD}{kT}=30.3\ \mathrm{nm^2/(V\,s)}.
$$

This Einstein relation is where the Boltzmann factor properly enters. It assumes that the field disturbs the local thermal motion weakly.

**Mean displacement.** Conservation of probability, $\partial P/\partial t=-\partial J/\partial z$, gives

$$
\frac{\partial P}{\partial t}=-\mu E\frac{\partial P}{\partial z}+D\frac{\partial^2P}{\partial z^2}.
$$

Multiply the conservation law by $z$ and integrate by parts. With distant walls, $P$ and $J$ vanish at the ends, so

$$
\frac{d\langle z\rangle}{dt}=-\int z\frac{\partial J}{\partial z}\,dz
=\int J\,dz=\mu E\int P\,dz-D\int\frac{\partial P}{\partial z}\,dz=\mu E.
$$

The first integral is 1 by normalization, and the second vanishes. Starting from $z=0$, the mean displacement is

$$
d=\mu Et=\frac{Dt}{\ell}
=(0.0303\ \mathrm{nm/s})(60\ \mathrm s)=1.8\ \mathrm{nm}.
$$

This is half the tempting result, because $Dt/\ell=s^2/(2\ell)$.

**Spread.** The second moment follows in the same way:

$$
\frac{d\langle z^2\rangle}{dt}=\int2zJ\,dz
=2\mu E\langle z\rangle-2D\int z\frac{\partial P}{\partial z}\,dz
=2\mu E\langle z\rangle+2D.
$$

The last step uses $\int z\,(\partial P/\partial z)\,dz=-\int P\,dz=-1$. The square of the mean changes at the rate $2\langle z\rangle\,d\langle z\rangle/dt=2\mu E\langle z\rangle$. Subtraction leaves $2D$ for the growth rate of the variance, so

$$
s=\sqrt{2Dt}=\sqrt{120}\ \mathrm{nm}=11\ \mathrm{nm}.
$$

The factor is 2 because only one axis is observed. The distance $s$ is measured about the moving mean. The RMS displacement from the starting point is $\sqrt{d^2+s^2}=11.1\ \mathrm{nm}$, which is hardly different.

**Distribution.** These moments suggest the moving Gaussian

$$
P=\frac{1}{\sqrt{4\pi Dt}}\exp\left(-\frac{\xi^2}{4Dt}\right),\qquad \xi=z-\mu Et.
$$

Its derivatives are

$$
\frac{\partial P}{\partial z}=-\frac{\xi}{2Dt}P,\qquad
\frac{\partial^2P}{\partial z^2}=\left(\frac{\xi^2}{4D^2t^2}-\frac1{2Dt}\right)P,
$$

$$
\frac{\partial P}{\partial t}=\left(-\frac1{2t}+\frac{\mu E\,\xi}{2Dt}+\frac{\xi^2}{4Dt^2}\right)P.
$$

Multiplying the first derivative by $-\mu E$, the second by $D$, and adding gives the third, so the transport equation is satisfied. Expanding $\xi^2$ shows that the field multiplies $P_0$ by $e^{z/(2\ell)}$, apart from normalization. The ratio of the densities at $z$ and $-z$ is then $e^{z/\ell}$, as detailed balance demands.

A separate test used a chain of sites 1 nm apart. Its hopping rates give the stated $D$ without a field and obey detailed balance with one. The field raises the forward rate by the same factor by which it lowers the backward rate. After 60 s at the stated field, it gave a mean of 1.818 nm and a spread of 10.955 nm. The continuum formulas give 1.818 nm and 10.954 nm.

## Reading the result

The drift is a small bias on a broad distribution:

$$
\frac ds=\frac{\mu Et}{\sqrt{2Dt}}=\frac{E}{V_T}\sqrt{\frac{Dt}{2}}=0.17.
$$

The probability of ending up-field of the start is $\Phi(-d/s)=0.43$, where $\Phi$ is the cumulative distribution of a standard normal variable. Without a field it would be 0.50.

Drift grows as $t$ and spread as $\sqrt t$, so diffusion dominates at short times and drift at long times. At fixed $D$, $T$ and bake time, the two are equal when

$$
E=V_T\sqrt{\frac{2}{Dt}}=6.0\ \mathrm{MV/m}.
$$

## When the proton is not alone

Mobile protons rearrange and weaken the field that moves them. Consider a film with mobile protons of mean density $n_0$, an equal density of fixed anions, and walls that block ions. Let the charge outside the film be fixed, and let the initial internal field be $E_0$. With permittivity $\varepsilon$ and proton density $n$, Gauss's law is

$$
\varepsilon\frac{\partial E}{\partial z}=e(n-n_0).
$$

Differentiate in time and use $\partial n/\partial t=-\partial J_n/\partial z$, where $J_n=\mu nE-D\,\partial n/\partial z$ is the proton flux:

$$
\frac{\partial}{\partial z}\left(\varepsilon\frac{\partial E}{\partial t}+eJ_n\right)=0.
$$

The bracket is therefore the same at every $z$. At a wall $J_n=0$, and the fixed outside charge holds $E$ constant there, so the bracket is zero. Far from the charged layers at the walls, the density remains $n_0$ and $J_n=\mu n_0E$. Thus

$$
\varepsilon\frac{dE}{dt}=-e\mu n_0E,\qquad
E=E_0e^{-t/\tau},\qquad \tau=\frac{\varepsilon}{e\mu n_0}.
$$

Integrating the drift velocity $\mu E$ gives the displacement of a mid-film tracer:

$$
d_{\rm scr}=\mu E_0\int_0^t e^{-t'/\tau}\,dt'
=\mu E_0\tau\left(1-e^{-t/\tau}\right).
$$

For $t\ll\tau$ this returns $\mu E_0t$. For $t\gg\tau$ it saturates at $\mu E_0\tau=\varepsilon E_0/(en_0)$. At that displacement, the charge per area $en_0d_{\rm scr}$ moved through the interior equals $\varepsilon E_0$, which is what cancels the field.

Take a relative permittivity of 3 and an acid density of $0.05\ \mathrm{nm^{-3}}$. If every acid molecule supplied a free proton, $\tau$ would be 0.11 s and the mid-film drift 0.0033 nm, about 550 times below the tracer value. A numerical solution of the nonlinear transport equation with Gauss's law, in a 50 nm film with blocking walls, gives the same 0.0033 nm. At this density the Debye length $\sqrt{D\tau}=0.33\ \mathrm{nm}$ is far below the ion spacing of 2.7 nm, so a smooth anion background is only a formal model here, and these numbers indicate the scale of the loss rather than its value.

To keep 90% of the tracer drift, the condition is

$$
\frac{1-e^{-t/\tau}}{t/\tau}=0.9.
$$

Its solution corresponds to a free-proton density of $2.0\times10^{-5}\ \mathrm{nm^{-3}}$, or 0.04% of the assumed acid density. At this density, the same numerical model in a 200 nm film gives a drift of 1.64 nm, which is 90% of 1.82 nm. The wider film keeps the wall layers away from the tracer. For fixed outside charge and a smooth background of anions, this density answers the last part of the problem, if a 10% loss is accepted.

Individual anions make the condition stricter. If the contact distance is much smaller than the Bjerrum length $\ell_B=e/(4\pi\varepsilon V_T)$, fixed anions capture a diffusing proton at the rate $4\pi D\ell_Bn_0$. Inserting $\ell_B$ and $\mu=D/V_T$ shows that this rate equals $1/\tau$. It applies at the start, if protons and anions are then unpaired and randomly placed. Each capture also neutralizes an anion, so if pairs stay bound, the free fraction $f$ obeys $df/dt=-f^2/\tau$, which gives $f=1/(1+t/\tau)$. At the density above, $t/\tau=0.215$, and about 18% of the protons would be captured during the bake. Averaging $f$ over the bake shows that capture alone costs about 9% of the mean drift. Both figures are mean-field estimates. The Debye length $\sqrt{D\tau}=17\ \mathrm{nm}$ is below the ion spacing of 37 nm, so correlations between discrete ions matter and can raise the figures by a few percentage points. Capture and screening also act together. Only free protons screen, so $dE/dt=-fE/\tau$, which gives $E=E_0f$. The mean drift is then $\mu E_0\int_0^t f^2\,dt'=\mu E_0t/(1+t/\tau)$, a loss of 18% at the density above. A 10% loss needs $t/\tau=0.11$, or about $1\times10^{-5}\ \mathrm{nm^{-3}}$. The smooth-background density is therefore an upper estimate, too high by about a factor of two.

The assumption that all the acid is free is itself doubtful. The Coulomb attraction between a proton and an anion equals $kT$ at the Bjerrum length, here 14.5 nm. The mean acid spacing is $n_0^{-1/3}=2.7\ \mathrm{nm}$, where the attraction is $14.54/2.71=5.4$ times $kT$. This favours pairing. A neutral pair does not screen as a free charge does, but a uniform field exerts no net force on it either. Pairing therefore does not restore the 1.8 nm drift to the average acid molecule.

## Comparison with a real bake

The temperature and time are ordinary for the post-exposure bake of a chemically amplified resist. The diffusivity, acid density, permittivity and 50 nm thickness are rough typical choices, and diffusivity varies strongly between resists. The field is an added condition, not part of an ordinary bake. It corresponds to only 0.05 V across the film, so a built-in potential difference of that size would matter as much as the applied one. The assumption most at risk is that of an isolated free charge; within the screening model with fixed outside charge, dropping it can lower the drift by the factor of 550 found above. Electrodes held at a constant voltage would supply charge that sustains the field for longer, so the drift would be larger than with fixed outside charge. If they block ions, however, charged layers still form beside them and screen the interior, and with all the acid free most of the tracer drift would still be lost.

Other corrections are smaller. With reflecting walls and the field held uniform, a proton starting mid-film has a mean shift of 1.74 nm. For protons spread evenly through the film, the mean shift is 1.39 nm. The moment equation shows why: with walls at $z=0$ and $z=L$, the term $-D[P(L)-P(0)]$ survives, and accumulation at the down-field wall makes it negative.

If diffusion has an activation energy of about 1 eV, a bake 1 K hotter raises the drift by 8% and the spread by 4%, at fixed field and time. For 1 nm hops whose forward and backward rates change by equal and opposite factors, the departure from linear drift is 0.004%. The field is about 0.3% of a rough breakdown field of 300 MV/m. Neither of these last two effects limits the estimate; the supply of free charge does.

The numerical output below lists the values at higher precision.

## Computed values

```
Diffusivity: 1.0 nm^2/s
Temperature: 383 K
Internal field: 1.0 MV/m
Internal field: 0.0010 V/nm
Bake time: 60 s
Thermal voltage kT/e: 0.03300 V
Mobility: 30.299 nm^2/(V s)
Drift velocity: 0.03030 nm/s
Drift: 1.818 nm
Axial variance 2Dt: 120.0 nm^2
Axial RMS spread: 10.954 nm
Drift / spread: 0.1660
RMS displacement from start: 11.104 nm
Fraction ending up-field: 0.4341
Field for drift = spread: 6.026 MV/m
Hopping simulation, drift: 1.818 nm
Hopping simulation, spread: 10.955 nm
Hopping simulation, up-field: 0.4342
Film thickness: 50 nm
Relative permittivity: 3.0
Acid density: 0.050 1/nm^3
Field relaxation, all acid free: 0.1094 s
Screened drift, formula: 0.00332 nm
Screened drift, simulation: 0.00332 nm
Unscreened / screened drift: 548
Free density for 10% drift loss: 1.957e-05 1/nm^3
That density / acid density: 3.91e-04
Drift at that density, simulation: 1.636 nm
Bjerrum length: 14.54 nm
Mean acid spacing: 2.71 nm
Ion attraction at that spacing: 5.36 kT
Mean shift with walls, mid start: 1.743 nm
Mean shift with walls, uniform start: 1.393 nm
Activation energy: 1.0 eV
Drift change for +1 K: 7.93 %
Spread change for +1 K: 4.02 %
Hop length: 1.0 nm
Hopping drift correction: 0.0038 %
Rough breakdown field: 300 MV/m
Field / breakdown field: 0.0033
Initial voltage across film: 0.050 V
```
